\section*{The PAW strength and the part frozen by the ultrasoft scheme, part 2}

When carbon $2s^22p^2$ loses a $2p$ electron, ultrasoft and PAW levels differ if augmentation is softened, but agree if it is exact and the full core is used. The cause lies in the strength $D_{ij}$ in
\begin{equation}
\Big(-\tfrac12\nabla^2+\tilde v+\sum_{ij}|\tilde p_i\rangle D_{ij}\langle\tilde p_j|\Big)\tilde\psi_n
=\epsilon_n\Big(1+\sum_{ij}|\tilde p_i\rangle q_{ij}\langle\tilde p_j|\Big)\tilde\psi_n .
\label{eq:eig}
\end{equation}

We use Hartree units, real orbitals, spin-unpolarised LDA and a frozen core. In a sphere $\Omega$ of radius $R$, all-electron partial waves $\phi_i$ and smooth partners $\tilde\phi_i$ match in value and slope at $R$; $T_{ij}=\frac12\int_\Omega\nabla\phi_i\cdot\nabla\phi_j$, and $\tilde T_{ij}$ likewise. The augmentation density $Q_{ij}$ has charge $q_{ij}=\int_\Omega(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)$, giving $P_{ij}=\phi_i\phi_j$ and $\tilde P_{ij}=\tilde\phi_i\tilde\phi_j+Q_{ij}$ equal multipoles. With occupations $f_n$ and $c_{ni}=\langle\tilde p_i|\tilde\psi_n\rangle$, $\rho_{ij}=\sum_nf_nc_{ni}c_{nj}$ (reference atom: $\rho^0_{ij}$), $n^1=\sum_{ij}\rho_{ij}P_{ij}$, $\tilde n^1=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j$ and $\hat n=\sum_{ij}\rho_{ij}Q_{ij}$.

The ionic potential $v_I$ (nucleus and core) and core density $n_c$ have smooth versions $\tilde v_I,\tilde n_c$, equal to them outside $\Omega$. The whole system's smooth potential is $\tilde v$. The sphere potentials $v^1$ and $\tilde v^1$ combine ionic, exchange-correlation ($v_{xc}$) and Hartree terms, with valence charge $n^1$ or $\tilde n^1+\hat n$ in $\Omega$ alone.

Differentiating the PAW energy $\tilde E+F(\rho)$, with one-centre correction $F=E^1-\tilde E^1$, gave $D_{ij}=\int\tilde vQ_{ij}+D^1_{ij}-\tilde D^1_{ij}$, where
\begin{equation}
D^1_{ij}=T_{ij}+\int_\Omega v^1P_{ij},\qquad
\tilde D^1_{ij}=\tilde T_{ij}+\int_\Omega\tilde v^1\tilde P_{ij},
\label{eq:recap}
\end{equation}
The ultrasoft scheme linearises $F$ about $\rho^0$, freezing $D^0_{ij}=(D^1_{ij}-\tilde D^1_{ij})_{\rho=\rho^0}$.

The carbon model is spherically averaged, with frozen $1s$, $R=1.3$ bohr and two partial waves per $s$ and $p$ channel (index 1: bound). Softened augmentation is $Q_{ij}=q_{ij}g$, with one normalised shape $g\propto(1-r^2/R^2)^2$; a partial core makes $\tilde n_c$ polynomial inside 0.6 bohr. For the bound $p$ wave, $D_{11}=-0.2201$, $\int\tilde vQ_{11}=-0.1488$, $D^1_{11}=-0.5586$ and $\tilde D^1_{11}=-0.4874$ Ha, the last two including a common surface term that cancels in their difference.

The second derivation uses no total energy: it asks which strength makes the smooth equation reproduce given all-electron waves.

\subsection*{The strength from the wave equation}

Let $v$ be the self-consistent all-electron potential of the reference atom and $\tilde v$ its smooth counterpart, equal to $v$ outside $\Omega$. The partial waves now have to solve
\begin{equation}
\big(-\tfrac12\nabla^2+v\big)\phi_j=\varepsilon_j\phi_j
\label{eq:ae}
\end{equation}
in the sphere and, continued outward, outside it as well. Define
\begin{equation}
\chi_j=\big(\varepsilon_j+\tfrac12\nabla^2-\tilde v\big)\tilde\phi_j,\qquad
B_{ij}=\int_\Omega\tilde\phi_i\chi_j\,d^3r .
\end{equation}
Outside $\Omega$, $\tilde\phi_j=\phi_j$ and $\tilde v=v$, so $\chi_j=0$ there. If $B$ is invertible, the functions
\begin{equation}
\beta_i=\sum_j\chi_j(B^{-1})_{ji}
\end{equation}
are projectors dual to the smooth waves:
\begin{equation}
\langle\beta_i|\tilde\phi_k\rangle
=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki}.
\end{equation}
They also satisfy $\sum_i\beta_iB_{ik}=\sum_j\chi_j\sum_i(B^{-1})_{ji}B_{ik}=\chi_k$.

Insert $\tilde\phi_k$ with energy $\varepsilon_k$ in the generalised equation whose Hamiltonian is $-\frac12\nabla^2+\tilde v+\sum|\beta_i\rangle D_{ij}\langle\beta_j|$ and whose overlap is $1+\sum|\beta_i\rangle q_{ij}\langle\beta_j|$. The local terms give $-\chi_k$, and duality reduces the projector terms to one column:
\begin{equation}
-\chi_k+\sum_i\beta_i(D_{ik}-\varepsilon_kq_{ik})
=\sum_i\beta_i(-B_{ik}+D_{ik}-\varepsilon_kq_{ik})=0 .
\end{equation}
The $\beta_i$ are linearly independent because they are dual to the $\tilde\phi_i$. Each coefficient must vanish, so
\begin{equation}
D_{ij}=B_{ij}+\varepsilon_jq_{ij}.
\label{eq:screened}
\end{equation}

\subsection*{Bringing in the all-electron waves}

The right-hand side of \eqref{eq:screened} does not look symmetric, and so far it contains the all-electron waves through $q_{ij}$ alone. Both points are settled by Green's identity. With $\partial_r$ the outward derivative at $R$, let
\begin{equation}
b_{ij}=\frac12\oint_{r=R}\phi_i\,\partial_r\phi_j\,dS .
\end{equation}
Value and slope match at $R$, so the smooth waves have the same $b_{ij}$. Integration by parts gives
\begin{equation}
-\frac12\int_\Omega\phi_i\nabla^2\phi_j=T_{ij}-b_{ij},\qquad
-\frac12\int_\Omega\tilde\phi_i\nabla^2\tilde\phi_j=\tilde T_{ij}-b_{ij}.
\end{equation}
From the definition of $B_{ij}$,
\begin{equation}
B_{ij}=\varepsilon_j\int_\Omega\tilde\phi_i\tilde\phi_j-\tilde T_{ij}+b_{ij}-\int_\Omega\tilde v\,\tilde\phi_i\tilde\phi_j .
\end{equation}
Adding $\varepsilon_jq_{ij}$ replaces the smooth overlap by the all-electron overlap:
\begin{equation}
D_{ij}=\varepsilon_j\int_\Omega\phi_i\phi_j-\tilde T_{ij}+b_{ij}-\int_\Omega\tilde v\,\tilde\phi_i\tilde\phi_j .
\end{equation}
Multiplying \eqref{eq:ae} by $\phi_i$ and integrating over the sphere gives
\begin{equation}
\varepsilon_j\int_\Omega\phi_i\phi_j=T_{ij}-b_{ij}+\int_\Omega vP_{ij}.
\end{equation}
The surface terms cancel in the sum, and
\begin{equation}
D_{ij}=T_{ij}+\int_\Omega vP_{ij}-\tilde T_{ij}-\int_\Omega\tilde v\,\tilde\phi_i\tilde\phi_j .
\label{eq:sym}
\end{equation}
This is symmetric. It also shows that $T_{ij}$ and $\tilde T_{ij}$ are defined only up to a common surface term. The separate values of $D^1_{ij}$ and $\tilde D^1_{ij}$ depend on the gradient convention, while their difference does not.

\subsection*{Unscreening}

The strength \eqref{eq:sym} belongs to the potential of the reference atom. In another environment $\tilde v$ changes, and the augmentation charge must feel the new potential. The ultrasoft scheme therefore subtracts the reference value of $\int\tilde vQ_{ij}$ once and adds the current value in each calculation. The stored matrix is
\begin{equation}
D^0_{ij}=B_{ij}+\varepsilon_jq_{ij}-\int\tilde vQ_{ij}
=T_{ij}+\int_\Omega vP_{ij}-\tilde T_{ij}-\int_\Omega\tilde v\tilde P_{ij}.
\label{eq:unscreen}
\end{equation}

To compare with \eqref{eq:recap}, replace the whole-atom potentials by sphere-only potentials. The occupied reference orbitals are themselves partial waves, so inside $\Omega$ the valence density is $n^1$ and the compensated smooth density is $\tilde n^1+\hat n$. Outside, the two densities coincide. Hence, inside the sphere,
\begin{equation}
v=v^1+h,\qquad \tilde v=\tilde v^1+h,
\end{equation}
with the same $h$, the Hartree potential of the valence charge outside. It is harmonic in $\Omega$, and equal multipoles give
\begin{equation}
\int_\Omega h\,(P_{ij}-\tilde P_{ij})\,d^3r=0 .
\end{equation}
In the spherical atom $h$ is a constant, and equality of the charges is enough. Equation \eqref{eq:unscreen} becomes
\begin{equation}
\boxed{B_{ij}+\varepsilon_jq_{ij}-\int\tilde vQ_{ij}
=\big(D^1_{ij}-\tilde D^1_{ij}\big)_{\rho=\rho^0}=D^0_{ij}.}
\end{equation}
For the bound carbon $p$ wave with softened $Q$, the left side is $-0.2201-(-0.1488)=-0.0712$ Ha, where the result is rounded from the unrounded terms. The right side is $-0.5586+0.4874=-0.0712$ Ha.

\subsection*{What each derivation assumes}

The energy derivation takes the PAW functional as its starting point. It accepts any projectors dual to the smooth waves and any partial waves that join properly; they need not solve \eqref{eq:ae}. It gives $D_{ij}$ at every $\rho$, and it shows that the ultrasoft energy is a first-order expansion.

The wave-equation derivation needs no energy functional, but it needs more of the partial waves. They must solve the radial equation in the reference potential, the occupied reference orbitals must be among them, and $B$ must be invertible. It fixes $D_{ij}$ at $\rho^0$ and guarantees that the occupied reference levels are eigenvalues of the smooth equation, though it does not exclude additional spurious states. It contains no information on how $D^1_{ij}-\tilde D^1_{ij}$ changes away from $\rho^0$, so it cannot estimate the error of freezing it. If the waves were generated in one configuration and $\rho^0$ were taken from another, the identity between the two forms of $D^0_{ij}$ would lose its proof, while the linearisation would still be defined.

Both derivations assume a frozen core and separate spheres. Neither removes the error of an incomplete set of partial waves.

\subsection*{The response that is lost}

Separate the one-centre difference by origin:
\begin{align}
D^1_{ij}-\tilde D^1_{ij}={}&(T_{ij}-\tilde T_{ij})
+\int_\Omega(v_IP_{ij}-\tilde v_I\tilde P_{ij})\nonumber\\
&+\big[(n^1|P_{ij})-(\tilde n^1+\hat n|\tilde P_{ij})\big]\nonumber\\
&+\int_\Omega\big[v_{xc}(n^1+n_c)P_{ij}-v_{xc}(\tilde n^1+\hat n+\tilde n_c)\tilde P_{ij}\big],
\label{eq:parts}
\end{align}
where $(a|b)$ is the Coulomb integral of two densities in the sphere. The kinetic and ionic parts do not contain $\rho$, so freezing them costs nothing. The Hartree and exchange-correlation parts contain $\rho$ through the densities. For the $p$ wave the four parts of $D^0_{11}$ are $0.3001$, $-0.3633$, $0.0050$ and $-0.0130$ Ha, in the order of \eqref{eq:parts}. For the $s$ wave they are $1.2095$, $-0.9580$, $-0.0007$ and $-0.0390$ Ha. In these elements, the parts that can respond are small beside those that cannot.

Now let the augmentation be exact, $Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$ at each point. Then $\tilde P_{ij}=P_{ij}$ and $\tilde n^1+\hat n=n^1$. The Hartree bracket in \eqref{eq:parts} vanishes for every $\rho$. The last line becomes
\begin{equation}
\int_\Omega\big[v_{xc}(n^1+n_c)-v_{xc}(n^1+\tilde n_c)\big]P_{ij}.
\end{equation}
With a partial core this still depends on $\rho$, because $v_{xc}$ is nonlinear. With the full core, $\tilde n_c=n_c$, it vanishes too, leaving
\begin{equation}
D^1_{ij}-\tilde D^1_{ij}=T_{ij}-\tilde T_{ij}+\int_\Omega(v_I-\tilde v_I)P_{ij},
\end{equation}
a constant matrix. The correction $F(\rho)$ is then linear, its first-order expansion is exact, and the ultrasoft and PAW functionals coincide for the given partial waves and frozen core. This explains the agreement found for the ion. The price is that the smooth part of the calculation must represent $\phi_i\phi_j$ and the core density with all their structure near the nucleus.

\subsection*{The carbon ion}

The frozen-core all-electron ionisation energy from $2s^22p^2$ to $2s^22p^1$ is 0.4038 Ha (10.99 eV) in this model. Spin polarisation, non-spherical density, relativity and core relaxation are left out, so the value serves to compare schemes. In the following list, $\delta D$ is the change of $D^1_{11}-\tilde D^1_{11}$ in the $p$ channel from atom to ion in the PAW calculation. The ultrasoft errors are relative to the frozen-core all-electron ion.
\begin{itemize}
\item Softened $Q$, partial core: $\delta D=-1.69$ mHa (Hartree) $-\,0.39$ mHa (exchange-correlation). The ultrasoft error is $-0.65$ mHa in the ionisation energy and $1.94$ mHa in the $2p$ level.
\item Exact $Q$, partial core: $\delta D=-0.12$ mHa, all from exchange-correlation. The errors are $-0.10$ mHa and $0.28$ mHa.
\item Exact $Q$, full core: $\delta D=0$. The errors are $-0.005$ mHa and $0.017$ mHa, the same as in PAW.
\end{itemize}
The PAW errors are at most 0.005 mHa in the ionisation energy and 0.02 mHa in the levels for all three augmentations. They are of the same size as an ambiguity in the reference. Its $2s$ orbital is the second $s$ eigenstate of the ion potential and overlaps the frozen $1s$ orbital by $5\times10^{-4}$. Holding it orthogonal to the frozen core lowers the reference energy by 0.005 mHa and raises the levels by about 0.02 mHa, which leaves PAW errors of at most 0.0012 mHa in the ionisation energy and 0.006 mHa in the levels.

The single shape $g$ is a severe softening, and the ultrasoft error depends on it in size and sign. If the exact $Q_{ij}$ is kept outside an inner radius and replaced inside by a charge-conserving polynomial, with the partial core, the ultrasoft $2p$ error is $-0.35$ mHa for an inner radius of 0.9 bohr and $0.01$ mHa for 0.6 bohr.

The first case can be followed through. The ultrasoft scheme keeps a $p$ element that is $1.69+0.39=2.08$ mHa too high for the ion. By \eqref{eq:eig}, a strength that is too high raises the level in first order by $\sum_{ij}c_i\,\delta_{ij}\,c_j$, where $\delta_{ij}$ is the excess and the $c_i$ are the projector coefficients. The ultrasoft $2p$ level lies $1.94-0.01=1.93$ mHa above the PAW level, in the expected direction. The closeness of 1.93 to 2.08 mHa is accidental. With the $c_i$ of the PAW ion, the element 11 alone gives 1.99 mHa and the full sum 2.71 mHa; the self-consistent change of $\tilde v$ then lowers the shift to 1.93 mHa. In the second case an excess of 0.12 mHa in the element 11 gives a full sum of 0.155 mHa, and self-consistency raises the level difference to 0.26 mHa.

The $2s$ level does not improve in step with the $2p$ level. Its ultrasoft error is $0.27$ mHa with softened $Q$ and $-0.35$ mHa with exact $Q$ and a partial core. Making $Q$ exact, which removes the Hartree response and also changes the exchange-correlation response, thus need not reduce the error of every level.

The energy error can be traced more closely. Let
\begin{equation}
\mathcal R=F(\rho)-F(\rho^0)-\sum_{ij}D^0_{ij}(\rho_{ij}-\rho^0_{ij})
\end{equation}
be the remainder dropped by linearisation, evaluated at the PAW solution of the ion. For softened $Q$ it is $0.632$ mHa. Scaling the change $\rho-\rho^0$ by 0.10 and by 0.05 gives remainders in the ratio 4.00, as a quadratic leading term requires.

At the PAW orbitals, the ultrasoft energy is lower than the PAW energy by $\mathcal R$. The ultrasoft orbitals then relax in their own functional. With $E^{US}_{P}$ the ultrasoft energy at the PAW orbitals and $E^{US}$ its self-consistent value,
\begin{equation}
E^{PAW}-E^{US}=\mathcal R+\big(E^{US}_{P}-E^{US}\big).
\end{equation}
The two schemes share the energy of the reference atom, where $\rho=\rho^0$, so the left side is the difference of their ionisation energies, $0.648$ mHa. The bracket is therefore $0.648-0.632=0.016$ mHa. It is positive, as it must be if the self-consistent ultrasoft state minimises its functional. Nearly all of the ultrasoft error in this ionisation energy is the second-order one-centre energy that $D^0_{ij}$ cannot describe.
